# Atomic photoabsorption from outgoing Green functions and a radial Dyson equation

Suppose the excited states of an atom are computed in a finite box or a finite basis. Above the ionization threshold the spectrum is then a row of sharp lines whose positions depend on the box. Broadening them produces a smooth curve, but with a width chosen by hand. A second error occurs if the electrons respond to the applied field alone: the charge they displace produces a field too. For strontium in the local density approximation (LDA), omitting that field gives a static polarizability of 353 bohr³ instead of 189 bohr³.

The Zangwill-Soven scheme removes both faults. Outgoing Green functions supply the continuum, and a Dyson equation supplies the induced field. Hartree atomic units are used throughout.

## A response with one number

Let the potential have one fixed shape, so that its strength is a number $v$, and let the induced density also be a number $N$. Write

$$N=-\beta v,\qquad v=1+KN .$$

The first equation is the independent-particle response, the second adds the induced potential to a unit applied one. A repulsive interaction has $K>0$. Substituting the first into the second gives $v=1-K\beta v$, hence

$$v=\frac{1}{1+K\beta},\qquad \beta_{\rm full}=-N=\frac{\beta}{1+K\beta}.$$

For one bound-to-bound transition of frequency $\omega_0$ and strength $f$, $\beta=f/\Delta$ with $\Delta=\omega_0^2-\omega^2$. Then

$$\beta_{\rm full}=\frac{f}{\Delta+Kf}=\frac{f}{\omega_0^2+Kf-\omega^2}.$$

The repulsion moves the line upward and leaves its strength unchanged.

Strontium's 5s→5p line shows how far this goes. The bare frequency is 0.08141 Ha and the bare strength 2.263, so this line contributes $2.263/0.08141^2\approx341$ bohr³ to the bare static polarizability of 353 bohr³. The full calculation puts the line at 0.10304 Ha, which would require $Kf=0.10304^2-0.08141^2\approx0.00399$ Ha². This value is fitted to the line, not computed from the kernel, so it already absorbs the effect of other transitions on the line position. The model then predicts a static value of $2.263/0.10304^2\approx213$ bohr³, against the computed 189. The one-line value already exceeds the computed total. In the full calculation the strength falls to 1.849, so the line contributes only $1.849/0.10304^2\approx174$ bohr³ and the other transitions supply the rest. A single transition keeps its strength, as shown above, so the loss comes from coupling to the other transitions, which this one-line model leaves out.

Now let a second channel be open at the same frequency. It adds an absorptive part $iB$, with $B>0$ taken constant near the line:

$$\beta=\frac f\Delta+iB,\qquad
\beta_{\rm full}=\frac{f+iB\Delta}{\Delta+Kf+iKB\Delta}.$$

The denominator vanishes at $\Delta=-Kf/(1+iKB)$, that is, at

$$\omega^2=\omega_0^2+\frac{Kf(1-iKB)}{1+K^2B^2}.$$

Writing $\omega=\omega_r-i\Gamma/2$ gives $\operatorname{Im}\omega^2=-\omega_r\Gamma$, so the negative imaginary part means a decay rate $\Gamma=K^2fB/[\omega_r(1+K^2B^2)]$. For $K=0$ it vanishes, and the bare line stays infinitely sharp although it lies inside a continuum. In this model the interaction alone lets the bound excitation decay into the open channel.

## What makes a channel open

The smallest continuum example is a free s wave. Its radial Green function satisfies

$$\left(E+\tfrac12\frac{d^2}{dr^2}\right)g(r,r')=\delta(r-r').$$

Away from $r'$ the regular solution is $u=\sin kr$, with $k=\sqrt{2E}$. With time factor $e^{-i\omega t}$, the outgoing solution is $w=e^{ikr}$. Integrating across $r'$ shows that $dg/dr$ must jump by 2. The form $g=2u(r_<)w(r_>)/W$, with $W=uw'-u'w$, has the jump $2(uw'-u'w)/W=2$, as required. Here

$$W=ke^{ikr}(i\sin kr-\cos kr)=-k,$$

so

$$g=-\frac2k\sin(kr_<)e^{ikr_>},\qquad
\operatorname{Im}g=-\frac2k\sin kr\,\sin kr'.$$

Above threshold the imaginary part is smooth in energy and needs no broadening; near threshold it behaves as $-2krr'$, so it rises from zero like $\sqrt E$. A hard wall would replace $w$ by a real standing wave. The imaginary part would then vanish between the box levels and collapse into delta peaks at them.

## The general response

Take a nonrelativistic, closed-shell atom with real Kohn-Sham Hamiltonian $h_s$, and let $\omega$ approach the real axis from above. A perturbation $ve^{-i\omega t}+{\rm c.c.}$ changes an orbital to

$$e^{-i\varepsilon_i t}\left[\phi_i+\phi_i^+e^{-i\omega t}+\phi_i^-e^{i\omega^*t}\right].$$

To first order, matching the two time factors gives

$$(\varepsilon_i+\omega-h_s)\phi_i^+=v\phi_i,\qquad
(\varepsilon_i-\omega-h_s)(\phi_i^-)^*=v\phi_i^* .$$

The second equation has been conjugated. The density at $e^{-i\omega t}$ is $\sum_i f_i[\phi_i^*\phi_i^++\phi_i(\phi_i^-)^*]$. With $G(E)=(E-h_s)^{-1}$,

$$\chi_s(\mathbf r,\mathbf r')=\sum_i f_i\left[\phi_i^*(\mathbf r)G(\varepsilon_i+\omega)\phi_i(\mathbf r')+\phi_i(\mathbf r)G(\varepsilon_i-\omega)\phi_i^*(\mathbf r')\right].$$

$G$ contains occupied states as well. For occupied $i,j$, the first term for $i\to j$ has denominator $\varepsilon_i-\varepsilon_j+\omega$, and the second term for $j\to i$ has the opposite denominator and the same numerator. In a closed-shell atom $f_i=f_j$, so they cancel and no projection onto empty states is needed.

Write orbitals as $P_{nl}(r)Y_{lm}/r$ and $G$ as $\sum g_{l'}(r,r')Y_{l'm'}Y^*_{l'm'}/(rr')$. Summing over $m$ and $m'$ with the addition theorem leaves

$$\frac{(2l+1)(2l'+1)}{(4\pi)^2}P_l(\cos\gamma)P_{l'}(\cos\gamma),$$

where $\gamma$ is the angle between $\mathbf r$ and $\mathbf r'$ and these $P_l$ are Legendre polynomials. Two identities separate the multipoles:

$$P_lP_{l'}=\sum_L(2L+1)\begin{pmatrix}l&l'&L\\0&0&0\end{pmatrix}^2P_L,\qquad
\frac{2L+1}{4\pi}P_L=\sum_MY_{LM}Y_{LM}^*.$$

Including the factor 2 for spin, the response of $N=r^2\delta n_L$ to a radial potential $v_L$ has the kernel

$$X_L(r,r')=\sum_{nl,l'}c\,P_{nl}(r)P_{nl}(r')\left[g_{l'}(\varepsilon_{nl}+\omega)+g_{l'}(\varepsilon_{nl}-\omega)\right],$$

$$c=\frac{2(2l+1)(2l'+1)}{4\pi}\begin{pmatrix}l&l'&L\\0&0&0\end{pmatrix}^2 .$$

In the atom, $g_{l'}=2u(r_<)w(r_>)/W$ still holds, with $u$ and $w$ solving the radial equation in the Kohn-Sham potential $v_s$. Outside the atom $w$ is matched to $r h_{l'}^{(1)}(kr)$, with $k=\sqrt{2E}$. For an open channel at real energy both roots are real, and the limit of $\omega$ from above selects $k>0$, the outgoing wave; for a closed channel or a complex energy the root with $\operatorname{Im}k>0$, the decaying wave, is taken. It requires a short-ranged potential: in neutral strontium the LDA potential decays roughly like $n^{1/3}$, that is exponentially, and is about $-3\times10^{-6}$ Ha at the outer edge near 35 bohr. The printed edge value of $-5\times10^{-10}$ Ha is smaller only because the functional library sets $v_{xc}$ to zero at densities below about $10^{-15}$ bohr⁻³. For an ion, or a functional with a Coulomb tail, Coulomb functions must replace the Hankel functions.

## The induced field and the cross section

The multipole expansion of $1/|\mathbf r-\mathbf r'|$ gives the Hartree part of the induced potential. The adiabatic LDA gives the local part $f_{xc}\,\delta n_L=f_{xc}N/r^2$, where $f_{xc}=dv_{xc}/dn$ is taken at the ground-state density. Together,

$$(KN)(r)=\frac{4\pi}{2L+1}\int_0^\infty\frac{r_<^L}{r_>^{L+1}}N(r')dr'+\frac{f_{xc}(r)}{r^2}N(r).$$

The scalar equations of the first example become

$$(1-KX)v_{\rm scf}=v_{\rm ext},\qquad N=Xv_{\rm scf}.$$

There is one such equation for each $L$ and $\omega$, because a spherical atom does not mix multipoles.

For an electric field along $z$, an electron of charge $-1$ has potential energy $+z$ per unit field. Since $z=\sqrt{4\pi/3}\,rY_{10}$, use $v_{\rm ext}=r$ and restore this factor once in the applied potential and once in the dipole:

$$\alpha=-\int z\,\delta n\,d^3r=-\frac{4\pi}{3}\int rN\,dr.$$

A field of amplitude $E_0$ does work at the mean rate $\frac12\omega E_0^2\operatorname{Im}\alpha$. Dividing by the intensity $c_{\rm light}E_0^2/(8\pi)$ gives

$$\sigma=\frac{4\pi\omega}{c_{\rm light}}\operatorname{Im}\alpha .$$

The same absorption can be divided among channels. In matrix notation, $\alpha=-(4\pi/3)v_{\rm ext}^{T}N$. At real $\omega$, $v_{\rm ext}$ is real and equals $v_{\rm scf}-KN$, so

$$\alpha=-\frac{4\pi}{3}\left[v_{\rm scf}^\dagger Xv_{\rm scf}-N^\dagger KN\right].$$

$K$ is real and symmetric, so the last term is real. $X$ is symmetric, so only $\operatorname{Im}X$ contributes to the imaginary part of the first.

Let $u_E$ be the continuum wave with asymptotic form $\sqrt{2/(\pi k)}\sin(kr+\delta)$, and let $w$ have the corresponding form with $e^{i(kr+\delta)}$. Then $W=-2/\pi$ and $\operatorname{Im}w=u_E$, which gives $\operatorname{Im}g=-\pi u_E(r)u_E(r')$. Therefore, away from discrete bare lines,

$$\operatorname{Im}\alpha=\frac{4\pi^2}{3}\sum_{\rm open}c\left|\int u_E\,v_{\rm scf}\,P_{nl}\,dr\right|^2 .$$

This is the golden rule with the total field in place of the applied one.

## Turning the kernels into matrices

Use a uniform grid of step $h$ in $x=\ln r+br$. It is logarithmic near the nucleus and nearly linear far out. Primes now denote $d/dx$. With $u=\sqrt{r'}\,y$, the first-derivative terms cancel:

$$\frac{d^2u}{dr^2}=(r')^{-3/2}(y''-Sy),\qquad
S=\frac34\left(\frac{r''}{r'}\right)^2-\frac{r'''}{2r'}.$$

The equation $(E-h_l)u=P v$, where $h_l$ is the radial Hamiltonian, is $d^2u/dr^2-2(V_l-E)u=2Pv$, where $V_l=v_s+l(l+1)/(2r^2)$. Put $P=\sqrt{r'}\,p$ and multiply by $(r')^{3/2}$:

$$y''=Fy+\rho,\qquad F=2r'^2(V_l-E)+S,\qquad \rho=2r'^2pv .$$

Let $A$ be the second-difference matrix divided by $h^2$. Numerov's rule is $Ay=By''$, with $B=1+h^2A/12$. Define $T=1-h^2F/12$ and $M=A-FT^{-1}$. Then

$$A-BF=A\left(1-\frac{h^2F}{12}\right)-F=AT-F=MT,$$

$$B=1+\frac{h^2}{12}(M+FT^{-1})=\frac{h^2}{12}M+T^{-1},$$

because $h^2F/12=1-T$. Solving $MTy=B\rho$ gives

$$y=R\rho,\qquad R=T^{-1}M^{-1}T^{-1}+\frac{h^2}{12}T^{-1}.$$

The last term corrects the quadrature for the kink of $g$ at $r=r'$.

$M$ is tridiagonal, with off-diagonal elements $1/h^2$ and diagonal $-U_i/h^2$, where $U_i=12/T_i-10$. Let $a_i=\varphi_{i-1}/\varphi_i$ for the regular solution and $d_i=\varphi_{i+1}/\varphi_i$ for the outgoing one, where $\varphi=Ty$. The homogeneous equation gives

$$a_{i+1}=\frac1{U_i-a_i},\qquad d_{i-1}=\frac1{U_i-d_i}.$$

The first recursion starts from the regular behaviour at the nucleus, the second from the Hankel ratio at the edge. A unit source at $j$ then yields

$$(M^{-1})_{jj}=\frac{h^2}{a_j+d_j-U_j},\qquad
(M^{-1})_{ij}=(M^{-1})_{jj}\prod_{k=i+1}^{j}a_k\quad(i<j),$$

and symmetry gives the other triangle. Ratios avoid propagating exponentially large waves.

Store the charge in a grid cell, $m_i=hr'_iN(r_i)$. Since $\delta u=\sqrt{r'}\,y$, each channel and each of its two energies contributes

$$X_{ij}=2hc\,(r'^2p)_iR_{ij}(r'^2p)_j .$$

The Hartree integrand also has a kink. If its $x$ derivative jumps by $J$, the Euler-Maclaurin formula adds $h^2J/12$ to the trapezoidal sum. The radial derivative of $r_<^L/r_>^{L+1}$ jumps by $-(2L+1)/r^2$, so the diagonal of that kernel, before the factor $4\pi/(2L+1)$, becomes

$$\frac1{r_i}-\frac{h(2L+1)r'_i}{12r_i^2}.$$

The local kernel acting on $m$ has diagonal $f_{xc}/(hr'r^2)$.

The calculation proceeds as follows:

1. Converge the LDA orbitals, energies and potential on this grid.
2. For a chosen $L$ and $\omega$, run the ratio recursions at $\varepsilon_{nl}\pm\omega$ for every allowed $l'$.
3. Assemble $X$ and $K$, then solve the linear equation for $v_{\rm scf}$.
4. Form $m=Xv_{\rm scf}$. For the dipole, $L=1$ with $v_{\rm ext}=r$, form $\alpha=-(4\pi/3)\sum_i r_im_i$ and $\sigma$. For another $L$, with $v_{\rm ext}=r^L$, the polarizability is $-\frac{4\pi}{2L+1}\sum_i r_i^Lm_i$.

## A check at finite frequency

Move the whole density rigidly by a small $d(t)=d_0e^{-i\omega t}$ along $z$. The nuclear potential must move too, and a uniform force must supply the acceleration. That force has potential $-\ddot d z=\omega^2dz$. Thus $\delta v=-d\,\partial_zv_{\rm ext}+\omega^2dz$ produces $\delta n=-d\,\partial_zn$, or

$$\chi(\omega)\left[\partial_zv_{\rm ext}-\omega^2z\right]=\partial_zn .$$

The adiabatic LDA respects this identity because its potential moves with the density. In radial form, the source $Z/r^2-\omega^2r$ must produce $N=r^2\,dn/dr$. The program tests it at 0, 0.5 and 1.2 Ha. The summed absolute error stays below $10^{-5}$ of the summed absolute target, including at 1.2 Ha, above the 5s and 4p thresholds. In rigid motion the orbital changes are built from $\partial_z\phi_i$ and $z\phi_i$, which decay with the bound orbitals. No electron escapes, and a distant hard wall would satisfy the identity too. The test therefore checks the kernels and the solution inside the atom, not the outgoing boundary condition and not the accuracy of LDA. The absorptive part is tested by the golden-rule comparison below.

## Strontium

The example treats all 38 electrons with Slater exchange and Vosko-Wilk-Nusair correlation. Hartree interaction alone lowers the static polarizability from 353 to 134 bohr³. The attractive exchange-correlation kernel offsets part of this repulsion and gives 189 bohr³.

The bare 5s→5p strength, 2.26, exceeds the two electrons in 5s. For one electron in a local potential,

$$\sum_j2(\varepsilon_j-\varepsilon_i)|z_{ji}|^2=\langle[z,[h_s,z]]\rangle=1,$$

and this sum includes negative terms from 5s down to the occupied p levels. Upward strengths can therefore exceed 2 in total; the downward terms cancel against upward ones in the whole atom. The interacting line lies at 0.1030 Ha, or 2.80 eV.

The 4p threshold in this model is $-\varepsilon_{4p}=0.8445$ Ha. The bare 4p→4d line lies at 0.7828 Ha, below that threshold but above the 5s threshold of 0.1318 Ha. It is a zero-width line, so the bare values below do not display it.

| $\omega$ (Ha) | Bare $\sigma$ (Mb) | Full $\sigma$ (Mb) |
|---:|---:|---:|
| 0.8 | 0.12 | 1.75 |
| 0.9 | 35.1 | 51.4 |
| 1.1 | 12.3 | 41.6 |
| 1.5 | 3.1 | 11.1 |
| 2.2 | 0.94 | 1.31 |

The search between 0.6 and 1.6 Ha finds a broad maximum of 52.8 Mb near 0.933 Ha, or 25.4 eV. It begins at complex frequencies, where narrow lines are smeared, so it is not an inventory of narrow resonances, and 52.8 Mb is not the highest value in the window. A narrow line of strength about 0.5 lies within about 0.001 Ha of the 4p threshold and rises to hundreds of Mb or more; neither the search nor the table displays it. The maximum lies above the 4p threshold. A plausible reading is that the repulsion has pushed 4p→4d strength into the 4p continuum, as the one-number model suggests; the calculation does not isolate that mechanism.

At 1.2 Ha the channels can be compared directly. The full partial cross sections are 0.27 Mb for 5s→p, 2.72 Mb for 4p→s and 28.62 Mb for 4p→d. Their sum, 31.6 Mb, agrees with $\operatorname{Im}\alpha$, although the continuum waves come from a separate differential-equation solver. The bare 4p→d value is 6.17 Mb, so the induced field multiplies it by $28.62/6.17\approx4.6$. An induced field need not reduce absorption at every frequency.

The continuum treatment does not repair the underlying theory. LDA thresholds are orbital energies, not measured ionization energies, and the missing Coulomb tail removes the Rydberg series. Relativity, spin-orbit splitting, multiplet structure beyond this response and double excitations are also absent. The program's numerical check accompanies these results.

## Computed results

```
Sr, Z = 38; grid points 457, step h = 0.06, b = 0.4 1/bohr
grid from 5.0e-05 to 34.77 bohr; SCF cycles 36
potential at outer grid end: -4.9e-10 Ha
Kohn-Sham levels (Ha):
  1s -572.8702  2s -76.4918  3s -11.7716  4s -1.4553  5s -0.1318
  2p -69.7459  3p -9.3019  4p -0.8445  3d -4.8135
empty 5p level: -0.05038 Ha
empty 4d level: -0.06165 Ha; bare 4p->4d line: 0.78283 Ha
constant-potential response, largest cell: 8.5e-10
rigid motion: omega (Ha), error bare, error full, electrons carried
  0.0  9.7e-06  8.8e-06  38.0007
  0.5  9.1e-06  9.1e-06  37.9997
  1.2  9.6e-06  9.6e-06  37.9997
static dipole polarizability, bare: 352.6 bohr^3
static dipole polarizability, Hartree only: 134.4 bohr^3
static dipole polarizability, full: 188.5 bohr^3
quadrupole polarizability at 0.001i Ha: 4963 bohr^5
5s-5p level gap: 0.08141 Ha; pole of bare response: 0.08141 Ha
bare strength: pole 2.2631, matrix element 2.2631
full 5s-5p line: 0.10304 Ha = 2.804 eV, strength 1.8493
photoabsorption: omega (Ha), bare (Mb), full (Mb)
  0.2  0.3829  2.0707
  0.4  0.0816  0.4064
  0.6  0.1249  0.7582
  0.8  0.1160  1.7469
  0.9  35.0654  51.4482
  1.0  19.5483  50.2966
  1.1  12.2570  41.6149
  1.3  5.6373  22.7852
  1.5  3.1064  11.0935
  1.8  1.5860  3.9650
  2.2  0.9367  1.3051
  3.0  0.6363  0.7091
strongest feature, 0.6-1.6 Ha: 0.93304 Ha = 25.389 eV
offset from peak (Ha), full cross section (Mb):
  -0.05: 48.319; -0.01: 52.755; +0.00: 52.844; +0.01: 52.770; +0.05: 51.314
partial cross sections at 1.2 Ha: bare (Mb), full (Mb)
  5s->p  0.0870  0.2681
  4p->s  1.8829  2.7173
  4p->d  6.1730  28.6182
  sum of partials  8.1429  31.6036
  from Im alpha    8.1429  31.6037
```
